\section*{Bond order and atomic forces in a current-carrying half-filled chain}

\section{Definitions and conventions}

Atoms sit on a line at positions $x_n=na$, with one orbital per atom. The electrons obey
\begin{equation}
H=-t\sum_{n,\sigma}\left(c^\dagger_{n\sigma}c_{n+1,\sigma}+c^\dagger_{n+1,\sigma}c_{n\sigma}\right),\qquad t>0 ,
\end{equation}
in a mean-field picture: they are independent, the orbitals are orthonormal, and all on-site energies are zero. The charge unit $e$ is positive.

The bond order between atoms $n$ and $n+1$ is
\begin{equation}
p_n=\sum_\sigma \mathrm{Re}\,\langle c^\dagger_{n\sigma}c_{n+1,\sigma}\rangle .
\label{pdef}
\end{equation}
The two terms of $H$ on one bond are complex conjugates in the mean, so the bond has energy $-2tp_n$. A positive $p_n$ lowers the energy.

Two reservoirs feed the chain without reflection. Their temperature is zero unless stated, and their electron electrochemical potentials, measured from the band centre, are $+eV/2$ on the left and $-eV/2$ on the right. For $V>0$ electrons flow to the right and the conventional current flows to the left.

The claim to examine is that, for $|eV|\le 4t$, bias multiplies the bond order by
\begin{equation}
s=\sqrt{1-\left(\frac{eV}{4t}\right)^2},
\end{equation}
while the mean force on each atom stays zero.

\section{Zero bias}

Try $\psi_n=e^{i\theta n}$ in $E\psi_n=-t(\psi_{n+1}+\psi_{n-1})$. The result is
\begin{equation}
E=-t(e^{i\theta}+e^{-i\theta})=-2t\cos\theta ,\qquad -\pi<\theta\le\pi .
\end{equation}
At half filling the states with $E<0$ are occupied, that is $|\theta|<\pi/2$. Expanding $c_n=\int d\theta\,e^{i\theta n}c_\theta/\sqrt{2\pi}$ gives, for one spin,
\begin{equation}
\langle c_n^\dagger c_{n+1}\rangle=\int_{\rm occ}\frac{d\theta}{2\pi}\,e^{i\theta}.
\label{coh}
\end{equation}
For two spins,
\begin{equation}
p(0)=2\int_{-\pi/2}^{\pi/2}\frac{d\theta}{2\pi}\cos\theta=\frac{2}{\pi}\approx0.637 .
\end{equation}
As a check, the energy per atom from the bond order is $-2tp(0)=-4t/\pi$. The direct sum of band energies is $2\int_{-\pi/2}^{\pi/2}(d\theta/2\pi)(-2t\cos\theta)=-4t/\pi$, the same.

\section{Switching on the bias}

The velocity is $v=(a/\hbar)\,dE/d\theta=(2ta/\hbar)\sin\theta$. States with $0<\theta<\pi$ move to the right. Nothing in the chain scatters them, so they carry the filling of the left reservoir. States with negative $\theta$ carry that of the right reservoir. The occupied interval is therefore $-\theta_L<\theta<\theta_R$, with both limits between $0$ and $\pi$ and
\begin{align}
-2t\cos\theta_R&=+\frac{eV}{2}, & \cos\theta_R&=-\frac{eV}{4t},\\
-2t\cos\theta_L&=-\frac{eV}{2}, & \cos\theta_L&=+\frac{eV}{4t}.
\end{align}
Since the cosines are opposite, $\theta_R=\pi-\theta_L$. The number of electrons per atom is
\begin{equation}
2\,\frac{\theta_R+\theta_L}{2\pi}=1 .
\end{equation}
Each atom stays neutral, and the flat on-site energy assumed at the start is consistent with that neutrality. The voltage drops at the contacts to the reservoirs, not along the chain.

Equation (\ref{coh}) now gives, per spin,
\begin{align}
\langle c_n^\dagger c_{n+1}\rangle
&=\frac{e^{i\theta_R}-e^{-i\theta_L}}{2\pi i}\nonumber\\
&=\frac{\sin\theta_R+\sin\theta_L}{2\pi}
+i\,\frac{\cos\theta_L-\cos\theta_R}{2\pi}.
\label{complex}
\end{align}
Both sines are positive and equal $\sqrt{1-\cos^2\theta}=s$. Two spins then give
\begin{equation}
p(V)=\frac{2}{\pi}\sqrt{1-\left(\frac{eV}{4t}\right)^2},\qquad |eV|\le4t .
\label{main}
\end{equation}

\subsection*{Limit of small bias}

Expanding the root, $1-s\approx(eV)^2/32t^2$, so the band energy per atom rises by
\begin{equation}
\frac{4t}{\pi}(1-s)\approx\frac{(eV)^2}{8\pi t}.
\label{rise}
\end{equation}
Counting states gives the same value. Near the band centre $dE=2t\,d\theta$, so one direction of motion with two spins has $2/(2\pi\cdot2t)=1/(2\pi t)$ states per atom and energy. The bias adds $(eV/2)/(2\pi t)$ right-movers at mean energy $+eV/4$ and removes as many left-movers at mean energy $-eV/4$. The cost is $(eV/2)(eV/2)/(2\pi t)=(eV)^2/8\pi t$. The added states have $\cos\theta<0$ and are antibonding; the removed ones are bonding. That exchange weakens the bond.

\subsection*{Limit of large bias}

At $eV=4t$ the right-moving branch is full and the left-moving one empty. Then $p=\pi^{-1}\int_0^\pi\cos\theta\,d\theta=0$. A larger bias finds no more states to fill or empty, and $p$ stays zero.

\subsection*{The current}

The imaginary part of (\ref{complex}) carries the current. From $i\hbar\dot c_n=-t(c_{n+1}+c_{n-1})$,
\begin{align}
\frac{d}{d\tau}\langle c_n^\dagger c_n\rangle
&=2\,\mathrm{Re}\,\frac{it}{\hbar}\langle c_n^\dagger(c_{n+1}+c_{n-1})\rangle\nonumber\\
&=-\frac{2t}{\hbar}\mathrm{Im}\langle c_n^\dagger c_{n+1}\rangle
+\frac{2t}{\hbar}\mathrm{Im}\langle c_{n-1}^\dagger c_{n}\rangle ,
\end{align}
where $\tau$ is time and $\langle c_n^\dagger c_{n-1}\rangle=\langle c_{n-1}^\dagger c_n\rangle^*$ was used. This is inflow minus outflow, so the electron flow to the right is $(2t/\hbar)\,\mathrm{Im}\langle c_n^\dagger c_{n+1}\rangle$ per spin. The imaginary part is $(eV/2t)/2\pi$, and two spins give
\begin{equation}
J=2\cdot\frac{2t}{\hbar}\cdot\frac{eV}{4\pi t}=\frac{eV}{\pi\hbar},\qquad |I|=eJ=\frac{2e^2}{h}V .
\end{equation}
The current is linear in $V$ up to $4t/e$ and constant beyond, although the bond order changes throughout the linear range.

\subsection*{A steady state reached in time}

The filling rule can be tested by dynamics. Two separate half-chains of 400 atoms, with $t=1$ eV, are filled to $+1.2$ and $-1.2$ eV, which means $eV=2.4$ eV, and then joined. After 98.7 fs, or $150\,\hbar/t$, the fastest electrons have crossed $2\times150=300$ atoms, so no signal from the joint has returned from the outer ends. The mean bond order over the 20 central bonds is 0.5091, with a spread of 0.0005. Equation (\ref{main}) gives $(2/\pi)\sqrt{1-0.6^2}=0.5093$.

\section{From bond order to force}

Let the hopping depend on bond length, $t=t(d)$ with $t'<0$, and let neighbours repel through a pair energy $\phi(d)$. The atoms are classical and $d_n=x_{n+1}-x_n$. The mean derivative of the total Hamiltonian with respect to one bond length is the bond tension,
\begin{equation}
T_n=-2t'(d_n)\,p_n+\phi'(d_n).
\label{tension}
\end{equation}
A positive $T_n$ pulls the two atoms together. The imaginary part of the coherence is absent because $t$ is real: it cancels between the two conjugate hopping terms. The current enters the force through the filling of states, which changes $p_n$.

Moving atom $n$ to the right shortens bond $n$ and lengthens bond $n-1$. Hence
\begin{equation}
F_n=-\left\langle\frac{\partial H}{\partial x_n}\right\rangle=T_n-T_{n-1}.
\label{force}
\end{equation}
In the uniform chain all bonds have the same $d$ and, by (\ref{main}), the same $p$. Therefore $F_n=0$ at any bias. A sideways displacement changes the bond lengths only at second order, so the transverse force vanishes too. These are mean forces; their fluctuations need not vanish.

The zero is a cancellation of two altered pulls. At fixed bond length the pair term does not depend on $V$, and
\begin{equation}
\Delta T=-2t'\,[p(V)-p(0)]=-\frac{4}{\pi}|t'|\,(1-s).
\label{dT}
\end{equation}
The atoms of each bond attract each other less. If the chain ends at an electrode whose own bonds do not weaken equally, the cancellation fails there. If the junction reflects no electrons, the chain pulls less on that end; with reflection the pull can change in either direction. Such an end lies outside the uniform model, so (\ref{dT}) is the chain's share of the force and not the full force on an electrode.

\subsection*{Why the tension is not the band-energy gradient at fixed voltage}

The band energy per atom is $E_b=-(4/\pi)\sqrt{t^2-(eV/4)^2}$. If the whole chain is stretched at fixed $V$,
\begin{equation}
\left.\frac{\partial E_b}{\partial d}\right|_V=-\frac{4}{\pi}\,\frac{t\,t'}{\sqrt{t^2-(eV/4)^2}}=-\frac{4}{\pi}\,\frac{t'}{s},
\end{equation}
whereas the electronic part of (\ref{tension}) is $-(4/\pi)t's$. The two agree at $V=0$ and differ by a factor $s^2$ otherwise. At fixed $V$ the limits $\theta_R,\theta_L$ move as $t$ changes, so electrons are exchanged with the reservoirs. Holding $\theta_R$ and $\theta_L$ fixed instead gives $E_b=-(4t/\pi)s$ with constant $s$, whose derivative is the correct electronic tension. The same tension follows at fixed $V$ if the energy of the exchanged electrons is accounted for, that is, from the gradient of $E_b-(eV/2)(\theta_R-\theta_L)/\pi$.

\section{One foreign atom: where the zero fails}

Give atom 0 the on-site energy $\varepsilon$ and leave the geometry uniform. A wave from the left with $0<\theta<\pi$ is
\begin{equation}
\psi_n=\begin{cases}e^{i\theta n}+r\,e^{-i\theta n}, & n\le0,\\ \tau_0\,e^{i\theta n}, & n\ge0,\end{cases}
\qquad 1+r=\tau_0 .
\end{equation}
Eliminating $r$ gives $\psi_{-1}=e^{-i\theta}+(\tau_0-1)e^{i\theta}=\tau_0e^{i\theta}-2i\sin\theta$. The equation at atom 0, $(\varepsilon-E)\psi_0=t(\psi_1+\psi_{-1})$, becomes
\begin{equation}
(\varepsilon+2t\cos\theta)\tau_0=2t\tau_0e^{i\theta}-2it\sin\theta .
\end{equation}
The terms in $\cos\theta$ cancel, leaving $(\varepsilon-2it\sin\theta)\tau_0=-2it\sin\theta$. With $g=\varepsilon/2t$ the transmission is
\begin{equation}
\mathcal T(\theta)=|\tau_0|^2=\frac{\sin^2\theta}{\sin^2\theta+g^2}.
\end{equation}

For the bonds, multiply the equation at atom 0 by $\psi_0^*$ and take the real part:
\begin{equation}
\mathrm{Re}\,\psi_0^*(\psi_1+\psi_{-1})=\left(\frac{\varepsilon}{t}+2\cos\theta\right)\mathcal T .
\end{equation}
On the right, $\mathrm{Re}\,\psi_0^*\psi_1=\mathcal T\cos\theta$. The left bond takes the remainder, $\mathcal T(\cos\theta+\varepsilon/t)$. Right minus left is $-(\varepsilon/t)\mathcal T$. Waves from the right give the mirror image, $+(\varepsilon/t)\mathcal T$, and a state bound to the impurity is symmetric and gives nothing. With two spins,
\begin{align}
p_0-p_{-1}&=-\frac{\varepsilon}{\pi t}\left[\int_0^{\theta_R}\mathcal T\,d\theta-\int_0^{\theta_L}\mathcal T\,d\theta\right]
=-\frac{\varepsilon}{\pi t}W,\\
W&=\int_{\theta_L}^{\theta_R}\mathcal T\,d\theta .
\end{align}
Put $\theta=\pi/2+\chi$. The limits become $\pm\varphi$ with $\sin\varphi=eV/4t$, and $\mathcal T=1-g^2/(\cos^2\chi+g^2)$. With $u=\tan\chi$, $\cos^2\chi=1/(1+u^2)$ and $d\chi=du/(1+u^2)$, so
\begin{equation}
\int\frac{d\chi}{\cos^2\chi+g^2}=\int\frac{du}{1+g^2+g^2u^2}
=\frac{\arctan\!\left(gu/\sqrt{1+g^2}\right)}{g\sqrt{1+g^2}} .
\end{equation}
Therefore
\begin{equation}
W=2\varphi-\frac{2g}{\sqrt{1+g^2}}\arctan\frac{g\tan\varphi}{\sqrt{1+g^2}} .
\end{equation}

The pair terms cancel because the two bonds have equal length. The force on the impurity is
\begin{equation}
F_0=2|t'|\,(p_0-p_{-1})=-\frac{2|t'|\varepsilon}{\pi t}W .
\label{imp}
\end{equation}
It vanishes for $V=0$, where the chain is mirror symmetric, and for $\varepsilon=0$. For very large $|\varepsilon|$, $\mathcal T\approx\sin^2\theta/g^2$ and the force falls as $1/\varepsilon$. At small bias $W\approx(eV/2t)/(1+g^2)$, so $F_0$ is linear in $V$, while $\Delta T$ is quadratic. For $\varepsilon>0$ the force points against the electron flow; for $\varepsilon<0$ it points along it. This is the force on the foreign atom alone. Nearby atoms feel forces of comparable size and alternating sign. Summed over many atoms the forces cancel for the symmetric levels used here. The bond orders far to the left and far to the right differ by an amount proportional to the integral of $(1-\mathcal T)\cos\theta$ over the bias window, and this integral vanishes when the window is symmetric about $\theta=\pi/2$. For unsymmetric levels a small net force remains. The charge that scattering piles up is left unscreened here.

\section{Unequal filling and temperature}

For general reservoir levels $\mu_L,\mu_R$ inside the band, $\cos\theta_R=-\mu_L/2t$ and $\cos\theta_L=-\mu_R/2t$. The steps to (\ref{complex}) are unchanged and give
\begin{equation}
p=\frac1\pi\left[\sqrt{1-\left(\frac{\mu_L}{2t}\right)^2}+\sqrt{1-\left(\frac{\mu_R}{2t}\right)^2}\right].
\end{equation}
Equal and opposite levels recover (\ref{main}). If the whole bias is put on one side, $\mu_L=eV$ and $\mu_R=0$, then
\begin{equation}
p=\frac{1}{\pi}\left[1+\sqrt{1-\left(\frac{eV}{2t}\right)^2}\right],\qquad
n_e=\frac{\theta_R+\theta_L}{\pi}=1+\frac1\pi\arcsin\frac{eV}{2t},
\end{equation}
where $n_e$ is the number of electrons per atom. The chain charges up, and its potential would shift to oppose this. The single factor $s$ in (\ref{main}) and the neutrality of the chain thus rest on the symmetry of the levels about the band centre.

At temperature $\Theta$ each reservoir contributes $\pi^{-1}\int_0^\pi\cos\theta\,f\,d\theta$, with $f$ its Fermi function. In terms of energy the integrand is $q(E)f$ with
\begin{equation}
q=\cos\theta\,\frac{d\theta}{dE}=\frac{\cot\theta}{2t},\qquad
\frac{dq}{dE}=-\frac{1}{2t\sin^2\theta}\cdot\frac{1}{2t\sin\theta}=-\frac{1}{4t^2\sin^3\theta}.
\end{equation}
The leading Sommerfeld correction to such an integral is $(\pi^2/6)(k\Theta)^2\,dq/dE$ at the reservoir level, where $\sin\theta=s$ on both sides. Hence
\begin{equation}
p\approx\frac2\pi\left[s-\frac{\pi^2}{24}\left(\frac{k\Theta}{t}\right)^2\frac1{s^3}\right].
\end{equation}
This requires $k\Theta$ to be small against the distance $2t-|eV|/2$ from the band edge; the factor $s^{-3}$ signals the failure near $eV=4t$.

\section{Numbers for an atomic wire}

Take $t=1$ eV, $a=0.27$ nm, $V=1$ V and $t(d)=t\,e^{-(d-a)/\lambda}$ with $\lambda=0.10$ nm, so $|t'|=t/\lambda=10$ eV/nm. Then $eV/4t=0.25$ and
\begin{equation}
s=\sqrt{1-0.0625}=0.968,\qquad p=0.6366\times0.968=0.616 .
\end{equation}
The bond order falls by 3.2\%, and the current is 77.5 $\mu$A. The electronic tension falls from $2\times10\times0.6366=12.73$ to 12.33 eV/nm. The change is
\begin{equation}
\Delta T=-0.404\ \mathrm{eV/nm}=-0.065\ \mathrm{nN}.
\end{equation}
As a test of (\ref{force}), the interior atoms of an eight-atom segment were displaced one at a time with the density matrix held fixed. The largest net electronic force was $9\times10^{-11}$ eV/nm, which is rounding error beside a tension of 12 eV/nm.

An impurity with $\varepsilon=0.2$ eV has bond orders 0.629 on its left and 0.597 on its right. The force on it is $20\times(0.59708-0.62893)=-0.637$ eV/nm, or $-0.102$ nN, larger in size than the change of tension. From 0.1 V to 1 V this force grows 10.1 times and the tension change 101.6 times, in line with the linear and quadratic laws.

At 300 K the bond order drops by a further $1.9\times10^{-4}$, about 1\% of the change made by the bias. A one-sided bias of 1 V gives $p=0.594$ and 1.17 electrons per atom, so the loss of bond order, 0.043, is about twice the symmetric value of 0.020. The magnetic force scale $\mu_0I^2/4\pi$ is $6\times10^{-7}$ nN and negligible here.

\subsection*{Zero force is not stability}

At zero bias, let four neighbouring atoms move along a ring of 402 atoms, with the others fixed. The electrons favour unequal bonds, and the pair repulsion must resist with a stiffness $\phi''$ above 343 eV/nm$^2$, or 55 N/m. Going from 202 to 402 atoms shifted this threshold by 1.4 eV/nm$^2$, and a ring of 1202 atoms raises it by a further 1.0 eV/nm$^2$. With frozen bond orders the electrons would demand $2t''p=2\times100\times0.637=127$ eV/nm$^2$; the remaining 216 eV/nm$^2$ come from the response of the bond orders to the displacement. In the softest pattern the displacements alternate in sign, so short and long bonds alternate: the chain tends to dimerize. A softer repulsion leaves the uniform chain at zero force but unstable. The threshold holds for four free atoms only. Freeing more atoms allows more patterns of displacement and raises it: in a ring of 1202 atoms it is 415 eV/nm$^2$ for 8 free atoms and 739 eV/nm$^2$ for 128, about 80 eV/nm$^2$ more for each doubling. The larger values still depend on the ring: with 3002 atoms the threshold for 128 free atoms is 746 eV/nm$^2$ and the step is nearer 85. This logarithmic growth is the Peierls instability: at zero temperature no finite stiffness keeps an infinite half-filled chain uniform. Temperature cuts the logarithm off: at 300 K the threshold for dimerizing the infinite chain is finite, about 660 eV/nm$^2$ in this mean-field model. None of this says anything about stability under current.

\subsection*{The real case}

These parameters are rough values in the regime of a monatomic gold chain in a break junction, whose conductance is close to $2e^2/h$. One volt is a high bias for such a wire. For $eV\ll4t$, equations (\ref{rise}) and (\ref{dT}) give $\Delta T\approx-(eV)^2/(8\pi t\lambda)$, so halving $\lambda$ at fixed $t$ and $V$ doubles the effect. Real chains are a few atoms long and join wider electrodes, where some electrons can be reflected. The forces from such reflection were not calculated. The impurity above shows only that weak scattering can matter: it reflects about 1\% of the electrons at the band centre, yet at 1 V it feels a net force of 0.1 nN where the uniform model has none. That value is for an unscreened impurity; an on-site repulsion of 3 eV between electrons of opposite spin, treated in a non-magnetic mean field on all atoms, would reduce it to about half. The $d$ states of gold, emission of phonons and heating are left out, and their influence on these numbers has not been estimated. The numerical output below lists the bond order and current for biases up to 5 V.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 1.00 eV, spacing a = 0.27 nm
hopping decay length = 0.10 nm, |t'| = 10.0 eV/nm
bias V = 1.00 V, temperature = 300 K
thermal energy kT = 0.02585 eV
eV/4t = 0.2500
theta_R = 104.478 deg
theta_L = 75.522 deg
Green function: V (V), bond order, ratio to V=0, current (uA)
  0.0  0.63662  1.00000  0.00
  0.5  0.63163  0.99216  38.74
  1.0  0.61640  0.96825  77.48
  2.0  0.55133  0.86603  154.96
  3.0  0.42108  0.66144  232.44
  3.9  0.14146  0.22220  302.18
  5.0  -0.00000  -0.00000  309.92
electrons per atom at bias = 1.000000
joined half-chains: 800 atoms, eV = 2.40 eV
  time = 98.7 fs
  mean bond order = 0.5091
  spread over 20 bonds = 0.0005
  formula = 0.5093
largest net atomic force = 9e-11 eV/nm
electronic bond tension, V=0 = 12.7324 eV/nm = 2.0400 nN
electronic bond tension at bias = 12.3281 eV/nm = 1.9752 nN
change of bond tension = -0.4043 eV/nm = -0.0648 nN
thermal change of bond order = -1.93e-04
  Sommerfeld formula = -1.93e-04
one-sided bias: bond order = 0.59397
  electrons per atom = 1.1667
impurity level = 0.20 eV
  left bond order = 0.62893, right = 0.59708
  force on impurity (+ is to the right) = -0.6369 eV/nm
  the same = -0.1020 nN
from V/10 to V: impurity force grows 10.10 times
  tension change grows 101.6 times
magnetic force scale I^2/c^2 = 6.0e-07 nN
pair stiffness needed, V=0 = 343.1 eV/nm^2
  the same = 55.0 N/m
  shift from 202 to 402 atoms = 1.44 eV/nm^2
  softest pattern of 4 atoms = [-0.577  0.409 -0.409  0.577]
\end{verbatim}
